# Does one Lorentzian spectrum determine a trap's times and current step?

## Question

I am looking at the drain-current noise of a small silicon n-channel transistor at one fixed bias. The mean current is 5 µA. I believe that a single oxide trap dominates the noise, because the spectrum is a clean Lorentzian with a plateau of 1.60 nA²/Hz and a corner frequency of 159 Hz.

From the corner I get \(1/(2\pi f_c)=1.00\) ms, which I would report as the emission time. Integrating the spectrum gives an rms current of 20 nA. For a signal that jumps between two levels I would then take the step as twice the rms value, 40 nA. A colleague objects that the spectrum cannot support these conclusions. Is the colleague right? If so, can you show different signals that really have the same spectrum, and say what else I must measure?

## Answer

Your colleague is right. The spectrum gives two numbers, while the trap has three unknowns: the mean capture time, the mean emission time and the current step. Your two readings also contradict each other, as will appear below.

### The model and its spectrum

Let \(n(t)=0\) when the trap is empty and \(n(t)=1\) when it is filled. A trapped electron lowers the current, so

\[
I(t)=I_{\rm hi}-\Delta I\,n(t),\qquad \Delta I>0 .
\]

The capture time \(\tau_c\) is the mean dwell in the empty state, and the emission time \(\tau_e\) is the mean dwell in the filled state. I assume independent, exponentially distributed dwells and a stationary signal. The transition rates are then the constants \(1/\tau_c\) and \(1/\tau_e\), and the probability \(P(t)\) that the trap is filled obeys

\[
\frac{dP}{dt}=\frac{1-P}{\tau_c}-\frac{P}{\tau_e}
=\frac1{\tau_c}-\frac{P}{\tau_0},\qquad
\frac1{\tau_0}=\frac1{\tau_c}+\frac1{\tau_e}.
\]

Setting the derivative to zero gives the stationary filled fraction

\[
p=\frac{\tau_0}{\tau_c}=\frac{\tau_e}{\tau_c+\tau_e}.
\]

Subtracting the stationary equation leaves \(d(P-p)/dt=-(P-p)/\tau_0\). Any deviation therefore decays as \(e^{-t/\tau_0}\), at the sum of the two rates.

For the covariance, start with a filled trap, which has probability \(p\). After a time \(t>0\) it is filled with probability \(p+(1-p)e^{-t/\tau_0}\). Hence

\[
\langle n(0)n(t)\rangle-p^2
=p\left[p+(1-p)e^{-t/\tau_0}\right]-p^2
=p(1-p)e^{-t/\tau_0}.
\]

The current contains \(-\Delta I\,n\), and the minus sign disappears in the product of two deviations. Stationarity makes the covariance even in time, so

\[
C(t)=\sigma^2e^{-|t|/\tau_0},\qquad
\sigma^2=\Delta I^2p(1-p).
\]

I use the one-sided spectrum, normalized so that \(\int_0^\infty S\,df=\sigma^2\). With \(\omega=2\pi f\) and \(f>0\),

\[
S(f)=4\int_0^\infty C(t)\cos\omega t\,dt
=4\sigma^2\,{\rm Re}\,\frac{1}{1/\tau_0-i\omega}
=\frac{4\sigma^2\tau_0}{1+(2\pi f\tau_0)^2}.
\]

This contains only \(\sigma\) and \(\tau_0\). To see the original parameters, use \(\tau_0=\tau_c\tau_e/(\tau_c+\tau_e)\) and \(p(1-p)=\tau_c\tau_e/(\tau_c+\tau_e)^2\). Their ratio gives \(\sigma^2/\tau_0=\Delta I^2/(\tau_c+\tau_e)\), and therefore

\[
S(f)=\frac{4\Delta I^2}{(\tau_c+\tau_e)\left[(1/\tau_c+1/\tau_e)^2+\omega^2\right]}.
\]

Three symbols appear here, but in just two independent combinations. For your data, \(\tau_0=1.00\) ms and

\[
\sigma^2=\frac{S(0)}{4\tau_0}
=\frac{1.60\ {\rm nA^2/Hz}}{4\times10^{-3}\ {\rm s}}
=400\ {\rm nA^2},
\]

so \(\sigma=20\) nA, where \(S(0)\) means the plateau.

### All the single-trap signals with this spectrum

Hold \(\sigma\) and \(\tau_0\) fixed and solve for the trap parameters. From \(p=\tau_0/\tau_c\), \(1-p=\tau_0/\tau_e\) and the variance,

\[
\boxed{\;
\tau_c=\frac{\tau_0}{p},\qquad
\tau_e=\frac{\tau_0}{1-p},\qquad
\Delta I=\frac{\sigma}{\sqrt{p(1-p)}},\qquad 0<p<1\;}
\]

Every \(p\) in this interval works. The rates add to \([p+(1-p)]/\tau_0=1/\tau_0\), and the variance is \(\Delta I^2p(1-p)=\sigma^2\). Conversely, any single-trap signal with this spectrum has some filled fraction \(p\), and the three equations then force its parameters. The family is complete within the model.

The mean current need not give the choice away. Since \(\bar I=I_{\rm hi}-p\Delta I\), each signal can be given the same mean by setting \(I_{\rm hi}=\bar I+p\Delta I\). The dc value helps if you know independently what the current would be with the trap empty.

Here are four members, all with a mean of 5000 nA:

| Signal | \(p\) | \(\tau_c\) (ms) | \(\tau_e\) (ms) | \(\Delta I\) (nA) |
|---|---:|---:|---:|---:|
| A | 0.50 | 2.00 | 2.00 | 40.0 |
| B | 0.20 | 5.00 | 1.25 | 50.0 |
| C | 0.80 | 1.25 | 5.00 | 50.0 |
| D | 0.02 | 50.0 | 1.02 | 142.9 |

For B the arithmetic is \(\tau_c=1/0.2=5\) ms, \(\tau_e=1/0.8=1.25\) ms and \(\Delta I=20/\sqrt{0.2\times0.8}=20/0.4=50\) nA.

On an oscilloscope these signals look different. A spends equal times in its two levels. B is mostly high with downward pulses, and C is mostly low with upward pulses. D shows rare, deep dips. Yet direct integration of the covariance, obtained by propagating the rate equations, gives for each of them 1.594 nA²/Hz at 10 Hz, 0.800 nA²/Hz at the corner and 0.0395 nA²/Hz at 1000 Hz.

### What the corner and the tail mean

Because \(p(1-p)\le1/4\), the spectrum does give bounds:

\[
\Delta I\ge2\sigma=40\ {\rm nA},\qquad
\tau_c>\tau_0,\qquad \tau_e>\tau_0 .
\]

Equality in the first holds at \(p=1/2\). This exposes the conflict in your readings. A step of \(2\sigma\) requires \(p=1/2\), and both times are then 2 ms, not 1 ms. An emission time close to 1 ms requires \(p\ll1\), and the step is then approximately \(\sigma/\sqrt p\), much larger than \(2\sigma\). Signal D is near this limit. In the opposite limit, \(p\to1\), the corner gives the capture time instead.

The boxed formula allows any \(p\) between 0 and 1, but a device whose current cannot reverse does not allow arbitrarily small \(p\). The low level is \(\bar I-(1-p)\Delta I=\bar I-\sigma\sqrt{(1-p)/p}\). Requiring it to be non-negative gives \(p\ge\sigma^2/(\sigma^2+\bar I^2)\). This removes an extreme end of the family but leaves a wide range, including all four examples.

Measuring the high-frequency tail more accurately does not help. Let \(\nu=1/(\tau_c+\tau_e)\) be the mean number of complete capture–emission cycles per second. For \(\omega\tau_0\gg1\),

\[
S(f)\simeq\frac{4\sigma^2}{\tau_0\omega^2}
=\frac{4\Delta I^2\nu}{\omega^2}.
\]

The tail measures the product of the squared step and the cycle rate. For A this is \(40^2\times250=400000\) nA²/s. For D, 19.6 cycles per second with the larger step give the same product. Rare large steps imitate frequent small ones.

A least-squares fit cannot escape this either. Moving along the family by \(dp\) changes the logarithms of the parameters by

\[
d\ln\tau_c=-\frac{dp}{p},\quad
d\ln\tau_e=\frac{dp}{1-p},\quad
d\ln\Delta I=-\frac{(1-2p)\,dp}{2p(1-p)},
\]

while \(S\) stays the same. I took the numerical derivatives of \(\ln S\) with respect to these three logarithms for signal B, at 12 logarithmically spaced frequencies from 10 to 2000 Hz. The singular values of the resulting matrix are 7.57, 2.25 and \(2\times10^{-8}\). The last is zero to numerical accuracy, and its direction is the one just written. If a program fits all three parameters to one spectrum and returns definite values, its starting guess or some added constraint has selected them.

### Even the number of traps is not fixed

Take \(N\) identical, independent traps with the same \(\tau_c\) and \(\tau_e\), each with a step \(\Delta I/\sqrt N\). Cross-covariances vanish and the individual covariances add:

\[
C_N(t)=N\left(\frac{\Delta I}{\sqrt N}\right)^2p(1-p)e^{-|t|/\tau_0}=C(t).
\]

Two traps with the times of A and steps of 28.3 nA therefore give your spectrum too. The bound on the step then becomes \(2\sigma/\sqrt N\), so the 40 nA bound relies on there being one trap. A two-level time trace supports that assumption; a Lorentzian by itself does not.

### What to measure instead

If the levels are resolved in time, measure the step from the two current levels and average the dwells in each. This is the direct solution.

If noise blurs the levels but one trap is known to act, the third central moment of the current supplies the missing number. Relative to the mean, the current is \(+p\Delta I\) with probability \(1-p\), and \(-(1-p)\Delta I\) with probability \(p\). Thus

\[
\begin{aligned}
\mu_3&=(1-p)(p\Delta I)^3-p[(1-p)\Delta I]^3\\
&=\Delta I^3p(1-p)\left[p^2-(1-p)^2\right]\\
&=\Delta I^3p(1-p)(2p-1).
\end{aligned}
\]

Dividing by \(\sigma^3=\Delta I^3[p(1-p)]^{3/2}\) gives

\[
g=\frac{\mu_3}{\sigma^3}=\frac{2p-1}{\sqrt{p(1-p)}} .
\]

To invert this, use \((2p-1)^2=1-4p(1-p)\). Then \(g^2+4=1/[p(1-p)]\), so

\[
\Delta I=\sigma\sqrt{4+g^2},\qquad
p=\frac12\left(1+\frac{g}{\sqrt{4+g^2}}\right).
\]

The sign matters: B has \(g=-1.5\) and C has \(g=+1.5\). These two have equal steps and exchanged times, so a measurement of the step size alone would not separate them.

Independent background noise \(\eta\) with zero mean and a symmetric distribution does not change \(\mu_3\). With \(x=I-\bar I\),

\[
\langle(x+\eta)^3\rangle
=\langle x^3\rangle+3\langle x^2\rangle\langle\eta\rangle
+3\langle x\rangle\langle\eta^2\rangle+\langle\eta^3\rangle
=\mu_3 .
\]

It does add to the total variance, so \(\sigma\) must come from the Lorentzian part of the spectrum. A second trap is not symmetric noise unless it is half filled, and its third moment adds to that of the first. A 64 nA trap with \(p=0.1\) contributes about \(-19000\) nA³, against \(-12000\) nA³ for B, and would move the recovered capture time of B from 5 ms to about 18 ms. The current must also be recorded without filtering that distorts the two levels, since the calculation uses their instantaneous values. Even a one-pole low-pass filter at 10 kHz lowers the recovered capture time of D by about 4%.

I simulated 209.7 s of each signal, sampled every 0.05 ms. In three frequency bands between 20 and 1500 Hz, the estimated power was 0.965 to 1.011 times the Lorentzian value. I then added 20 nA rms of white noise and applied the third-moment formulas with \(\sigma\) and \(\tau_0\) given. For B they returned 4.99 ms, 1.25 ms and 50.0 nA. For D they returned 48.2 ms, 1.02 ms and 140 nA.

The capture time of D is thus 3.5% below its true value. The finite record can explain an error of this size. Over a time \(T\gg\tau_0\), the observed filled fraction has variance \(2p(1-p)\tau_0/T\), so its relative standard deviation is

\[
\sqrt{\frac{2(1-p)\tau_0}{pT}}
=\sqrt{\frac{2\times0.98\times0.001}{0.02\times209.7}}
\approx2.2\%.
\]

For small \(p\), \(\mu_3\) is nearly proportional to the observed fraction. At fixed \(\sigma\), the inferred \(\tau_c\) varies as \(g^2\), which doubles the relative error to about 4%.

A gate-bias sweep is another route, under stronger conditions. If \(\Delta I\) stays constant during the sweep and \(p\) passes through \(1/2\), the largest variance gives \(\Delta I=2\sigma_{\max}\). At any other bias, \(p(1-p)=\sigma^2/\Delta I^2\) then gives \(p\) up to the exchange \(p\leftrightarrow1-p\). Knowing which side of the maximum has the fuller trap settles that. If the step changes with bias, this argument needs a model of the change.

### What this does to the trap energy

In thermal equilibrium with the channel, let \(E_T\) be an effective trap level that includes the degeneracy factor, and \(E_F\) the Fermi level. Then \(p=1/[1+e^{(E_T-E_F)/kT}]\). Since \((1-p)/p=\tau_c/\tau_e\),

\[
E_T-E_F=kT\ln\frac{\tau_c}{\tau_e}.
\]

At 300 K, \(kT=25.85\) meV. The same spectrum is therefore compatible with 0 meV for A, +36 meV for B, −36 meV for C and +101 meV for D. An energy extracted from the corner alone inherits the ambiguity. Under drain bias, \(E_F\) means the local electron quasi-Fermi level at the trap. For the 0.05 V used below it falls by 50 meV from source to drain, more than the 36 meV of B or C, so a level referred to the source also needs the position of the trap along the channel.

### How this compares with a real transistor

To judge the sizes, I take rough values: a 50 nm by 50 nm channel, an electrical oxide thickness of 1.9 nm, 0.30 V overdrive and 0.05 V drain bias. The average channel overdrive is \(V=0.30-0.05/2=0.275\) V. With \(C_{\rm ox}\) the oxide capacitance per unit area, the number of carriers is \(C_{\rm ox}WLV/q\approx78\). The relation \(\bar I=\mu C_{\rm ox}(W/L)V V_D\), with \(V_D=0.05\) V, then implies a mobility of about 200 cm²/Vs, a plausible magnitude. Removing one carrier from a uniform channel would change the current by \(5000/78\approx64\) nA. That lies between the steps of B and D, but a real small channel does not carry current uniformly, so I would not use this estimate to choose between them. The assumption most at risk is the single trap. For a rough oxide trap density of \(10^{18}\) cm⁻³eV⁻¹ and a tunnelling length of 0.1 nm, the expected number of other traps is 0.24, counting a 4\(kT\) energy window and four decades of time. To find their average noise over many such devices, take the tunnelling time to grow exponentially with depth, so that the traps are spread evenly in \(\ln\tau_0\). Their number per eV and per unit of \(\ln\tau_0\) is the trap density times the tunnelling length times the channel area, \(D=0.25\) eV⁻¹. Each trap adds a Lorentzian with a step \(\Delta I_1=64\) nA. Integrating \(p(1-p)\) over energy gives \(kT\), and integrating \(4\tau_0/(1+\omega^2\tau_0^2)\) over \(\ln\tau_0\) gives \(2\pi/\omega=1/f\). The background is therefore \(\Delta I_1^2D\,kT/f\), about 0.17 nA²/Hz at your corner, or roughly a fifth of the Lorentzian there. Take this as an order of magnitude only. With an interface time near \(10^{-10}\) s, pure tunnelling needs a depth of \(0.1\ {\rm nm}\times\ln10^{7}\approx1.6\) nm to reach 1 ms. That is past the middle of so thin an oxide, where the trap exchanges with the gate. Millisecond times in such oxides need thermal activation as well, so the even spread in \(\ln\tau_0\) is an assumption here. A trap at depth \(x\) also gives a step smaller by about \(1-x/t_{\rm ox}\) in a uniform channel. If you matched the total power at the corner with your trap alone, at fixed \(\tau_0\), you would raise \(\sigma\), and every inferred step at fixed \(p\), by about \(\sqrt{1.2}-1\approx10\%\). The ratio of this background to the Lorentzian varies as \(f/f_c+f_c/f\), which is smallest at the corner, so a fit over a wide band can be biased by more. At 10 Hz this average background would be \(0.17\times159/10\approx2.7\) nA²/Hz, above the plateau. An individual device need not show this average, which is carried by the minority of devices with a slow trap near the Fermi level. One trap with \(p=1/2\) and \(\tau_0=16\) ms adds \(2\Delta I_1^2p(1-p)\tau_0\approx33\) nA²/Hz at 10 Hz, twenty times the plateau. For the same reason, traps well outside the 4\(kT\) window still matter, and the count of 0.24 understates the risk. With traps placed at random at this density, the background at 10 Hz exceeds the plateau in about a quarter of devices. It exceeds a tenth of the Lorentzian somewhere between 10 and 2000 Hz in about two thirds.

Other limits are milder in this example. Channel thermal noise, \(4kTG\) with \(G=5\ \mu{\rm A}/0.05\ {\rm V}\), reaches the Lorentzian only near 160 kHz; amplifier noise is not included. Shot noise from a rough gate leakage of 1 A/cm² is far smaller still. In D, 4.8% of the filled dwells are shorter than one 0.05 ms sample and may be missed in a dwell-time analysis. Finally, a rate with a rough activation energy of 0.5 eV changes by about 7% per kelvin, so a long record needs a steady temperature.

For your data, I would report \(\tau_0=1.00\) ms and \(\sigma=20\) nA, and leave the capture time, emission time and step open until you have the time trace or its third moment. The numerical output below lists the values for all four signals.

## Computed values

```
Inputs: sigma 20.0 nA, tau0 1.00 ms, mean current 5000 nA
Corner frequency 159.15 Hz; plateau 1.6000 nA^2/Hz
Signals: p, tau_c ms, tau_e ms, step nA, step/mean %, high level nA
 A: 0.50, 2.000, 2.000, 40.00, 0.80, 5020.00
 B: 0.20, 5.000, 1.250, 50.00, 1.00, 5010.00
 C: 0.80, 1.250, 5.000, 50.00, 1.00, 5040.00
 D: 0.02, 50.000, 1.020, 142.86, 2.86, 5002.86
Computed spectra in nA^2/Hz at 10 Hz, 159.2 Hz, 1000 Hz
 A: 1.59371, 0.80000, 0.03953
 B: 1.59371, 0.80000, 0.03953
 C: 1.59371, 0.80000, 0.03953
 D: 1.59371, 0.80000, 0.03953
Discriminators: skewness g, E_T-E_F meV, cycles per s, step^2*cycles nA^2/s
 A: 0.000, 0.0, 250.00, 400000
 B: -1.500, 35.8, 160.00, 400000
 C: 1.500, -35.8, 160.00, 400000
 D: -6.857, 100.6, 19.60, 400000
Bounds from the spectrum: step >= 40.0 nA, each time >= 1.00 ms
Sensitivity singular values (B): 7.568, 2.251, 2.1e-08
Two traps like A with step 28.28 nA each: same spectrum, 0.80000 nA^2/Hz at corner
Simulation: 209.7 s, sampling 0.05 ms, added white noise 20 nA rms
Simulated/formula power in 20-60, 120-250, 600-1500 Hz
 A: 0.994, 1.006, 1.011
 B: 0.992, 1.011, 1.003
 C: 1.008, 0.995, 1.008
 D: 0.965, 1.000, 1.004
Recovered from mu3 with known sigma, tau0: tau_c ms, tau_e ms, step nA
 A: 2.008, 1.992, 40.00
 B: 4.994, 1.250, 49.98
 C: 1.251, 4.990, 49.96
 D: 48.227, 1.021, 140.35
Device: 50 x 50 nm, electrical oxide 1.9 nm, overdrive 0.30 V
Drain bias 0.05 V, T 300 K, kT 25.85 meV
Implied mobility 200 cm2/Vs; carriers 78.0; one-electron step 64.1 nA
Thermal noise 1.66e-06 nA^2/Hz; equals Lorentzian at 156 kHz
Gate leakage 1 A/cm2: shot noise 8.0e-12 nA^2/Hz
Other traps: 1e+18 /cm3 eV, tunnelling length 0.1 nm
Expected other traps in 4kT and 4 decades of time: 0.24
Ensemble-mean 1/f background at corner: 0.167 nA^2/Hz, 21 % of Lorentzian
Filled dwells of D shorter than one sample: 4.8 %
Rate change per 1 K at 0.5 eV activation: 6.6 %
```
